# Why Silicon's Forbidden 200 Peak Comes and Goes with Wafer Azimuth

## Four layers and two ways to scatter

Look at one cubic cell of silicon along [001]. It contains four atomic layers, at heights $0,\tfrac14,\tfrac12,\tfrac34$ of the lattice constant $a$. The layers are alike except for sideways shifts. The 002 reflection, a member of the 200 family, comes from planes parallel to the surface of a 001 wafer. It transfers momentum only along the normal, so it cannot sense those shifts. With the phase convention $e^{-2\pi i\mathbf H\cdot\mathbf r}$, successive layers contribute

$$1,\quad e^{-i\pi}=-1,\quad 1,\quad -1 ,$$

and their sum is zero.

Now let the wave reach the same final direction in two steps, first by 113 and then by $\bar1\bar1\bar1$. The indices add to 002, but each step also transfers momentum sideways. The sideways phases of the four layers are $1,-1,-1,1$ for both steps. The vertical phases are $1,i,-1,-i$, again for both, because $l=3$ and $l=-1$ differ by four. Each layer holds two atoms, so each step has the amplitude

$$2\,[\,1-i+1-i\,]=4(1-i)$$

times the atomic form factor. Neither step is forbidden, and nor is their product.

This double scattering is weak unless the intermediate wave can itself propagate. Let $k=a/\lambda$ be the wavenumber in units $1/a$, and let $\mathbf K_H=\mathbf k_0+\mathbf H$. Ignoring polarization for the moment, the wave equation gives the intermediate amplitude and the effective coupling into 002:

$$E_H=\frac{k^2\chi_H}{K_H^2-k^2}E_0,\qquad T=\frac{k^2\chi_{G-H}\chi_H}{K_H^2-k^2}.\tag{1}$$

Here $\chi_H$ is a Fourier coefficient of the susceptibility and $\mathbf G=(0,0,2)$. The denominator is small when $\mathbf H$ lies near the Ewald sphere. Rotating the wafer about its normal leaves the 002 Bragg angle unchanged but carries $\mathbf H$ through the sphere. That is why a 002 peak can appear at some azimuths and vanish at others.

## Which detours are open

The diamond structure is a face-centred lattice with a second atom displaced by $(\tfrac14,\tfrac14,\tfrac14)$. For unmixed indices (all even or all odd), with $s=h+k+l$,

$$F_H=4f_H\,[1+(-i)^s].$$

The thermal factor is included in $f_H$. For 002, $s=2$ and the bracket is zero. For a detour the second step has index sum $2-s$, so

$$F_HF_{G-H}=16f_Hf_{G-H}\,[1+(-i)^s][1+(-i)^{2-s}].$$

Multiply out the brackets. The product of the two powers is $(-i)^2=-1$ and cancels the 1. Also $(-i)^{2-s}=-(-i)^{-s}=-i^s$. What remains is $(-i)^s-i^s=-2i\sin(\pi s/2)$, hence

$$F_HF_{G-H}=-32i\,f_Hf_{G-H}\sin\frac{\pi s}{2}.\tag{2}$$

For the identical spherical atoms assumed in (2), an all-even node has even $s$ and opens no detour, even if it diffracts strongly itself. An all-odd node has odd $s$ and always does. For the 113 path the computed magnitudes are $|F_{113}|=44.05$ and $|F_{111}|=58.91$ electrons per cell, with product $2595$ electrons squared.

Could the charge in the covalent bonds make 002 directly allowed? Diamond has the glide symmetry

$$(x,y,z)\to(\tfrac14+x,\tfrac14-y,\tfrac14+z),$$

which exchanges the two kinds of site together with their bonds. Changing variables in the Fourier integral gives

$$F(h,k,l)=e^{-i\pi(-h+k-l)/2}F(h,-k,l).\tag{3}$$

For 002 this reads $F=-F$, so $F=0$ for any scalar density with the symmetry, bond charge included. The 222 reflection has no such protection. The phase sum over the 16 bond centres of the cell has magnitude 0 for 002 and 16 for 222. Bond charge can therefore open weak all-even detours, such as 222 followed by $\bar2\bar20$. The free-atom model used here leaves them out. The argument assumes a scalar response, and so radiation far from an absorption edge.

## Where the wafer must point

Take $z$ along the outward normal and measure the azimuth $\phi$ of the incident beam from [100]. The Bragg condition for $\mathbf G$ is $|\mathbf k_0+\mathbf G|^2=k^2$, or $2\mathbf k_0\cdot\mathbf G+G^2=0$. With $G=2$ it gives $k_{0z}=-1$, so the part of $\mathbf k_0$ along the surface has length $k_\parallel=\sqrt{k^2-1}$.

The intermediate wave propagates if $2\mathbf k_0\cdot\mathbf H+H^2=0$ as well. Splitting the scalar product into normal and surface parts,

$$-2l+2k_\parallel H_\parallel\cos(\phi-\phi_H)+H^2=0 ,$$

where $\phi_H$ is the azimuth of $\mathbf H$ and $H_\parallel^2=h^2+k_y^2$, the second index being written $k_y$ here to keep it apart from the wavenumber. Since $H^2-2l=H_\parallel^2+(l-1)^2-1$,

$$\cos(\phi-\phi_H)=-\frac{H_\parallel^2+(l-1)^2-1}{2k_\parallel H_\parallel}.\tag{4}$$

The indices $l$ and $2-l$ give the same azimuth, so 113 and $11\bar1$ act together. Their products (2) have equal sign because their index sums differ by four. The intermediate beam has normal component $K_{Hz}=l-1$. One of this pair leaves through the surface at $34.6^\circ$, and the other goes into the wafer at the same inclination. For $l=1$ the intermediate beam runs parallel to the surface.

For Cu K$\alpha_1$, $\lambda=1.5406$ Å and $a=5.431$ Å give $k=3.5252$, $k_\parallel=3.3804$ and $2\theta=32.96^\circ$. For 113, $H_\parallel=\sqrt2$ and

$$\cos(\phi-45^\circ)=-\frac{2+4-1}{2(3.3804)(1.4142)}=-0.523 .$$

Thus $\phi-45^\circ=121.53^\circ$ and $\phi=166.53^\circ$. The fourfold symmetry and the mirror planes bring this back to $13.47^\circ$ from a $\langle100\rangle$ direction.

Sixteen such azimuths lie between $0$ and $45^\circ$, which makes 128 in a full turn. They are unevenly spaced. The widest gap runs from $25.87^\circ$ to $32.21^\circ$, with its middle at $29.04^\circ$. By contrast, four lines lie within $2^\circ$ of [110], at $43.33^\circ$, $44.04^\circ$ and their mirror images.

## The remainder between the lines

Between the lines no intermediate wave is resonant, but equation (1) does not vanish. To find what remains, polarization has to be restored. For a plane-wave component, Maxwell's equations read

$$K_H^2P_H\mathbf E_H-k^2\mathbf E_H=k^2\chi_H\mathbf e_0 ,$$

where $P_H$ projects perpendicular to $\mathbf K_H$ and $\mathbf e_0$ is the incident polarization. The average susceptibility $\chi_0$ is dropped here because $|K_H^2-k^2|\gg k^2|\chi_0|$ between lines. The transverse part of this equation is divided by $K_H^2-k^2$, the longitudinal part by $-k^2$. Scattering once more into the polarization $\mathbf e_G$ and summing over all nodes gives

$$T=\sum_H\chi_{G-H}\chi_H\;\mathbf e_G\cdot\left[\frac{k^2P_H}{K_H^2-k^2}-\hat{\mathbf K}_H\hat{\mathbf K}_H\right]\cdot\mathbf e_0.\tag{5}$$

To turn $T$ into reflectivity, consider a thick absorbing crystal. Entering it, every wave keeps its tangential wavevector and gains an amount $q$ along the inward normal. The incident wave must satisfy $K_0^2=k^2(1+\chi_0)$, so to first order $2qk\sin\theta=k^2\chi_0$. The 002 wave travels outward, and for it the same $q$ changes $K_G^2$ by $-k^2\chi_0$. For an angular offset $\Delta\theta$ from the vacuum Bragg angle, the vacuum mismatch is

$$|\mathbf k_0+\mathbf G|^2-k^2=G^2-2kG\sin\theta\simeq-2k^2\sin2\theta\,\Delta\theta ,$$

where $G=2k\sin\theta$ was used after differentiating. The driven 002 amplitude is therefore

$$E_G=\frac{k^2T}{K_G^2-k^2(1+\chi_0)}=-\frac{T}{2(\sin2\theta\,\Delta\theta+\chi_0)}.$$

A free 002 wave cannot be added, since it would grow with depth. Incoming and outgoing beams make equal angles with the surface, so the reflectivity is $|E_G|^2$. It is a Lorentzian in $\Delta\theta$, and its integral over the rocking angle is

$$I=\frac{\pi\langle|T|^2\rangle}{4\,\mathrm{Im}\chi_0\,\sin2\theta}.\tag{6}$$

The brackets mean a sum over final polarizations and an average over the two incident ones. The result requires $|T|\ll\mathrm{Im}\chi_0$, so that the incident wave is spent by absorption and not by reflection.

In a $2^\circ$ window at the middle of the widest gap, the rms coupling, with the polarization sum and average of (6), corresponds to $0.0093$ electrons per cell. A true structure factor would have to be about $0.010$ to give the same intensity, because its polarization factor at this angle is below one. For comparison, $|F_{004}|$ is 56. Equation (6) gives a mean rocking integral of $1.3\times10^{-6}$ arcsec. In this model the peak disappears for practical purposes, not mathematically.

## A second way to weaken the peak

The azimuth [100] is special for another reason: the plane of incidence is then parallel to a glide plane. Apply (3) to both steps of a detour. The two phase factors multiply to $e^{i\pi}=-1$, so the product $\chi_{G-H}\chi_H$ changes sign when $\mathbf H$ is reflected across the plane of incidence. The denominator in (5) does not change.

Let $\sigma$ denote polarization perpendicular to the plane of incidence and $\pi$ polarization within it. Reflection reverses $\sigma$ and keeps $\pi$. For $\sigma\to\sigma$ and $\pi\to\pi$ the bracket in (5) is the same for both members of a mirror pair, and their contributions cancel. For a detour that turns one polarization into the other, the bracket also changes sign, and the contributions add.

The computed sum shows this. At [100] the polarization-keeping $\sigma$ coupling is zero to rounding, while the turned coupling corresponds to $6.5\times10^{-4}$ electrons. At [110] the plane of incidence is an ordinary mirror plane, which exchanges the first two indices and leaves $s$ alone. There the turned coupling cancels, and the $\sigma\to\sigma$ coupling corresponds to $0.021$ electrons.

The glide cancellation is exact only at [100] and its equivalents, but the coupling stays small nearby. Over a $2^\circ$ window centred on [100], the rms effective structure factor is about $0.003$ electrons, less than in the middle of the widest gap. The margin is smaller, though: a detour line waits $2.06^\circ$ away on either side, against $3.17^\circ$ in the gap.

## On the line

As a line is approached, (5) grows without limit and must fail. The 113 line can be solved by treating its four waves, 000, 002, 113 and $11\bar1$, on an equal footing. Let $\mathbf k_j=\mathbf k_0+\mathbf H_j$ be their vacuum-based wavevectors and $\mathbf n$ the inward normal. To first order $K_j^2=k_j^2+2q\,\mathbf k_j\cdot\mathbf n$, and the transverse wave equation becomes

$$q\,\mathbf E_j=\frac{(k^2-k_j^2)\mathbf E_j+k^2\sum_m\chi_{j-m}P_j\mathbf E_m}{2\,\mathbf k_j\cdot\mathbf n}.\tag{7}$$

With two polarizations per wave this is an $8\times8$ eigenvalue problem for $q$. In a thick crystal the four modes that decay inward are kept. Their strengths follow from the surface conditions: unit incident amplitude, and no $11\bar1$ wave entering from outside. The 002 field at the surface then gives the reflectivity.

Equations (6) and (7) should agree at a suitable distance from the line. With the sum (5) restricted to 113 and $11\bar1$, and the wafer turned $0.5^\circ$ off the line, equation (7), integrated within 60 arcsec of the 002 peak, gives $1.245\times10^{-4}$ arcsec and equation (6) gives $1.249\times10^{-4}$ arcsec. Farther out in rocking angle, 113 meets its own Bragg condition and feeds some extra intensity into the 002 direction. It amounts to about a tenth of this small integral, is not described by (6) and is not counted here. With free-atom form factors and only all-even beams coupled, the selection rule survives in the many-wave problem too. On the line where the all-even node 220 is excited, the four-beam 002 reflectivity never exceeds $1.4\times10^{-28}$, which is rounding error. With the non-resonant odd nodes kept, an excited all-even node still produces no strong peak, but it does alter the weak remainder within some ten arcsec of its line. The remainder rises by up to about half on the 220 line at $20.27^\circ$, and falls to roughly a quarter to a third on the $20\bar2$/404 line at $27.44^\circ$, which lies inside the widest gap.

On the 113 line the peak reflectivity for unpolarized radiation reaches about 64%. The largest rocking integral is 2.45 arcsec, close to the 2.59 arcsec of the allowed 004 reflection. At the right azimuth, then, the forbidden peak is not intrinsically feeble. It is rare in azimuth: dividing the double integral over rocking angle and azimuth by the largest rocking integral gives an effective width of

$$\frac{96.6\ \text{arcsec}^2}{2.45\ \text{arcsec}}=39\ \text{arcsec}.$$

A rough argument accounts for this width. Differentiating the sphere condition shows that $K_H^2-k^2$ is proportional to the azimuth offset, so $|T|^2$, and with it (6), falls as the inverse square of the offset. Extrapolate inward from the value at $0.5^\circ=1800$ arcsec. The formula reaches the ceiling of 2.45 arcsec at

$$1800\sqrt{\frac{1.25\times10^{-4}}{2.45}}\simeq13\ \text{arcsec}.$$

A flat top of half-width $x$ joined to inverse-square tails has area $2x$ from the top and $2x$ from the tails, in units of the ceiling. This predicts an effective width of $4\times13=52$ arcsec. It is a third larger than the computed 39 arcsec, so the sharp join is crude but the scale is right.

The same picture gives a rough idea of how absorption matters. If the ceiling stayed fixed, (6) would make $x$ proportional to $1/\sqrt{\mathrm{Im}\chi_0}$, and 10% more absorption would lower the double integral by about 5%. The ceiling itself drops by about 2%, which brings the estimate to nearly 6%. The four-beam calculation gives 3.9%, so the sketch has the right sign and scale but not the right figure.

## What a diffractometer would collect

Suppose the instrument accepts a uniform $2^\circ$ range of azimuths, or 7200 arcsec, containing only the 113 line. The mean rocking integral is

$$\frac{96.6}{7200}=0.0134\ \text{arcsec}.$$

Relative to 004 under the same acceptance this is $0.0134/2.59=0.0052$, about one part in 190. Relative to the clean gap it is $0.0134/(1.29\times10^{-6})\simeq10^4$. A half-percent companion of a very strong substrate peak is easy to see on a logarithmic scale. If the acceptance is doubled and no new line enters, the ratio to 004 halves.

These parameters describe an ordinary thick 001 wafer in a laboratory diffractometer. The lattice constant and wavelength are standard values. The absorptive scattering factor, 0.33 electrons per atom, and the thermal parameter, 0.5 Å$^2$, are rough typical values. Together with the computed structure factors they set the reflectivities, while the azimuths from (4), which neglects refraction, do not depend on them. The azimuth acceptance of $2^\circ$ is a chosen value, not a measured one. The form factors come from a Hartree–Fock calculation of the free atom, without electron correlation or the redistribution of charge in the solid. The real dispersion correction, about 0.25 electrons per atom at this wavelength, is also left out; including it would raise the double integral by about 7%. Changing to a smaller orbital basis moves the double integral by 0.02%, and halving the density of the angular grid moves it by 0.8%. Neither figure measures the omitted physics.

An actual instrument does not supply the single sharp wavelength assumed here. A relative spectral width of $3\times10^{-4}$, also a rough value, smears the 113 line by 41 arcsec, as much as its own effective width. A finely collimated azimuth scan would therefore show a broader and lower line, whereas the $2^\circ$ average barely notices. The K$\alpha_2$ component places the line at $13.38^\circ$ instead of $13.47^\circ$. Bending, surface damage and strained layers are not in the model, and their effect on these numbers has not been estimated. Nor has the reflectivity of the $l=1$ lines been calculated. Their intermediate beam grazes the surface, the denominator in (7) vanishes, and a fuller surface treatment is needed.

If the plane of incidence is set along a $\langle110\rangle$ direction, for instance with the help of a flat or notch, it lies close to four detour lines. For Cu K$\alpha_1$, a well-aligned 001 wafer and an acceptance of about $2^\circ$, the model suggests turning the wafer by $45^\circ-29^\circ=16^\circ$ from $\langle110\rangle$, into the middle of the widest gap. This choice gives the largest margin against misalignment, not the smallest remainder: in the model [100] is weaker still, but its nearest lines are closer. Another wavelength or lattice constant changes $k$ in (4) and requires a new list of azimuths.

One impostor hardly responds to this rotation, apart from narrow dips and bumps where other reflections are excited. Radiation of half the wavelength satisfies the Bragg condition for the allowed 004 reflection at the same angle, because both the wavelength and the plane spacing are halved. Its photons have an energy of 16.1 keV, so an X-ray tube run above 16.1 kV can supply them in its continuous spectrum. Their intensity depends on the tube, filters and detector and is not estimated here. A remainder at $33^\circ$ that persists through a clean azimuth gap should be examined with an energy-selective detector, or with the tube voltage below that threshold, before it is assigned to the crystal's 002 reflection. The full list of azimuths and their detour strengths is in the numerical output.

## Numbers as computed

```
inputs: a = 5.431 A, K-alpha1 = 1.5406 A, K-alpha2 = 1.5444 A
rough inputs: f'' = 0.33 electrons, B = 0.5 A^2, spectral width = 3e-04
chosen azimuth acceptance = 2.0 deg
002 two-theta: K-alpha1 32.958 deg, K-alpha2 33.042 deg
k = a/wavelength = 3.5252, k_par = 3.3804 (units 1/a)
bond-centre phase sum: 002 0.0, 222 16.0
|F_111| = 58.91 electrons per cell
|F_113| = 44.05 electrons per cell
|F_004| = 56.12 electrons per cell
detour lines, azimuth from [100] folded into 0-45 deg:
   2.06 deg |hk|=33 l=[-1, 3] |FF'|=1219 e^2, beam tilt 34.6 deg
   2.20 deg |hk|=53 l=[1] |FF'|=803 e^2, beam tilt 0.0 deg
   6.46 deg |hk|=31 l=[1] |FF'|=1941 e^2, beam tilt 0.0 deg
   8.65 deg |hk|=33 l=[1] |FF'|=1406 e^2, beam tilt 0.0 deg
  10.77 deg |hk|=53 l=[-1, 3] |FF'|=704 e^2, beam tilt 34.6 deg
  13.47 deg |hk|=11 l=[-1, 3] |FF'|=2595 e^2, beam tilt 34.6 deg
  19.01 deg |hk|=31 l=[-1, 3] |FF'|=1652 e^2, beam tilt 34.6 deg
  21.42 deg |hk|=51 l=[-1, 3] |FF'|=921 e^2, beam tilt 34.6 deg
  25.87 deg |hk|=53 l=[1] |FF'|=803 e^2, beam tilt 0.0 deg
  32.21 deg |hk|=51 l=[1] |FF'|=1056 e^2, beam tilt 0.0 deg
  34.12 deg |hk|=31 l=[-1, 3] |FF'|=1652 e^2, beam tilt 34.6 deg
  35.17 deg |hk|=51 l=[1] |FF'|=1056 e^2, beam tilt 0.0 deg
  38.85 deg |hk|=53 l=[-1, 3] |FF'|=704 e^2, beam tilt 34.6 deg
  39.00 deg |hk|=11 l=[1] |FF'|=3471 e^2, beam tilt 0.0 deg
  43.33 deg |hk|=31 l=[1] |FF'|=1941 e^2, beam tilt 0.0 deg
  44.04 deg |hk|=51 l=[-1, 3] |FF'|=921 e^2, beam tilt 34.6 deg
distinct detour azimuths in a full turn = 128
lines within 2 deg of [110] = 4
widest clean gap: 25.87 to 32.21 deg, middle 29.04 deg
rms effective |F_002| in gap window = 9.28e-03 electrons per cell
node-cutoff shift of gap intensity = -0.001 %
[100] azimuth, effective |F|: kept pol. 3.6e-18, turned 6.5e-04 electrons
[110] azimuth, effective |F|: kept sigma 2.1e-02, turned 1.3e-17 electrons
004 Darwin integral: solver 2.975, formula 2.977 arcsec
0.5 deg off the 113 line: solver 1.245e-04, formula 1.249e-04 arcsec
all-even 220 line: largest 002 reflectivity = 1.4e-28
113 line: nearest fifth beam, relative miss = 0.024
113 line: peak reflectivity = 64.5 %
113 line: largest rocking integral = 2.450 arcsec
113 line: effective azimuth width = 39.4 arcsec
113 line: double integral = 96.63 arcsec^2
shifts of it: grid 0.76 %, basis -0.02 %, f''+10% -3.94 %
rocking integral of 004 = 2.594 arcsec
mean over acceptance: line 1.34e-02, gap 1.29e-06 arcsec
ratios: line/004 = 5.17e-03, line/gap = 1.04e+04
absorption length = 69.9 um
113 line azimuth: K-alpha1 13.470 deg, K-alpha2 13.376 deg
azimuth smear from spectral width = 41 arcsec
half-wavelength photon energy = 16.10 keV
```
